# Effective barriers of parallel and series paths with Gaussian barrier heights, part 2

The grain boundaries of a semiconductor film have barriers of different heights. The question is which single barrier would give the same conductance, and how far it lies from the mean.

An element is one grain of length \(L\) with one boundary. Its barrier \(\phi\) is an energy, measured from the conduction-band edge inside the grain to the top of the barrier. The elementary charge is \(e>0\), and \(\beta=1/kT\). The grains contain \(n\) nondegenerate electrons per volume, of mass \(m\). The one-way thermionic flux over a barrier is proportional to \(\int_\phi^\infty e^{-\beta E}dE=kT\,e^{-\beta\phi}\). Without grain resistance, a small voltage \(V\) per element gives the current density \(J=en\mu V/L\) with the mobility

\[
\mu=\mu_0e^{-\beta\phi},\qquad \mu_0=\frac{eL}{\sqrt{2\pi mkT}} .
\tag{1}
\]

The conductance of an element is

\[
g=g_0e^{-\beta\phi},
\tag{3}
\]

with the same \(g_0\) for all. The barriers are independent and Gaussian, with mean \(\phi_0\) and standard deviation \(s\). The effective barrier is the one common barrier that would give the same conductance at the same temperature with the same \(g_0\); its shift is measured from \(\phi_0\).

**Theorem.** For many elements at small voltage, the effective barriers in parallel and in series are

\[
\phi_{\rm par}\to\phi_0-\frac{s^2}{2kT},\qquad
\phi_{\rm ser}\to\phi_0+\frac{s^2}{2kT}.
\tag{5}
\]

In double signs the upper one is for parallel. The current in parallel and the voltage in series are centred on barriers at \(\phi_0\mp s^2/kT\), which is also the Arrhenius slope for constant \(g_0\).

The example has \(\phi_0=150\) meV, \(s=30\) meV, \(T=300\) K, \(kT=25.85\) meV, \(L=100\) nm, \(m=0.30\) electron masses and \(\mu_0=1900\) cm²/Vs. Equal barriers \(\phi_0\) give 5.74 cm²/Vs, and the shift in (5) is 17.4 meV. For chains of 100 boundaries in series, 10 µm long, the series shift has a mean of 17.0 meV and a standard deviation of 4.2 meV. In the numerical output, "cut at zero" is the rise of the parallel barrier when negative barriers are excluded.

### Films are networks

In a film the current can go round a high barrier but not round all of them. Consider a square network with \(M\) rows between two electrodes. Each row has \(M\) bonds \(h_i\) along the current, and neighbouring rows are linked by cross bonds. Every bond is one element.

**Proposition 3 (bounds).** With sample means over the bonds along the current, the total conductance satisfies

\[
\frac{1}{\overline{1/h}}\;\le\;G\;\le\;\overline{h}.
\tag{14}
\]

*Proof.* Let the electrodes be at potentials 1 and 0, and let \(\Delta V\) be the potential drop on a bond. The dissipated power \(P[V]=\sum g(\Delta V)^2\) equals \(G\) for the true potentials. Add to these any change \(u\) that vanishes at the electrodes:

\[
P[V+u]=P[V]+2\sum g\,\Delta V\,\Delta u+P[u].
\]

Collected node by node, the middle sum is \(u\) at each node times the net current leaving it, which is zero. Since \(P[u]\ge0\), every trial potential gives \(P\ge G\). A uniform fall along the rows has the drop \(1/M\) on each of the \(M^2\) bonds \(h_i\) and none on the cross bonds. It gives \(P=\sum h_i/M^2=\overline h\), the upper bound.

For unit total current, the power \(Q[I]=\sum I^2/g\) equals \(1/G\) for the true currents. Add a current pattern \(j\) that is conserved at every node and has zero total. The cross term \(2\sum(I/g)j=2\sum\Delta V\,j\) is the voltage between the electrodes times the total of \(j\), and vanishes. Every trial current therefore gives \(Q\ge1/G\). A current \(1/M\) in every row gives \(Q=\sum(1/h_i)/M^2=\overline{1/h}\), the lower bound. \(\blacksquare\)

For large networks the left side of (14) is the series result of the theorem and the right side is the parallel result.

Equal bonds \(g\) give \(G=M\times g/M=g\), so the effective barrier of this network is \(-kT\ln(G/g_0)\).

**Proposition 4 (square planar network).** If all bonds of this network, including the cross bonds, are independent with the same Gaussian distribution of barriers, its effective barrier is distributed symmetrically about \(\phi_0\). Its mean and median have no shift.

*Proof.* Measure all conductances in units of \(g_0e^{-\beta\phi_0}\), so that \(\ln g=-\beta(\phi-\phi_0)\) is symmetric about zero. Assign a number \(\psi\) to each mesh of the network and to the outer regions above and below it, such that the current in a bond is the difference of \(\psi\) across the bond. This is possible because the currents at each node add to zero, so \(\psi\) returns to its value on a path round the node. The difference of \(\psi\) between the two outer regions is the total current, which is \(G\) for unit voltage.

Now regard \(\psi\) as the potential in a second network. Its nodes are the meshes, its electrodes are the two outer regions, and each of its bonds crosses a bond \(g\) of the first network and has the conductance \(1/g\). The current in the new bond is \((1/g)\times I=\Delta V\), the voltage on the old bond. These new currents are conserved at each mesh because the old voltages round a mesh add to zero. Their total is the sum of the old voltages along a row, which is 1. The second network thus carries unit current at the voltage \(G\), and its conductance is \(1/G\).

It has the same shape as the first, turned by a right angle, because there are as many rows as bonds in a row. Its bonds \(1/g\) have the same distribution as \(g\), by the symmetry of \(\ln g\). Hence \(G\) and \(1/G\) have the same distribution, and \(\ln G\) is symmetric about zero. Its mean exists because (14) bounds \(G\) by averages whose logarithms have finite means. \(\blacksquare\)

For 24 random networks with \(M=51\) and the barriers of the example, the mean shift is \(0.06\pm0.12\) meV, where the uncertainty is the standard error. The result needs a symmetric distribution and a planar network that keeps its shape when nodes and meshes are exchanged. It therefore does not cover a planar network of triangles, whose second network consists of hexagons. Nor does it cover a film several grains thick, for which (14) still holds in the corresponding form with parallel rows in three dimensions, since its proof does not use planarity.

### Prefactors that vary with the barrier

A real element has a resistance \(R(\phi)\) that is not a pure exponential. Write \(f=\ln R\), with derivatives \(f_1=f'(\phi_0)\) and \(f_2=f''(\phi_0)\), and measure the shifts from an element with \(\phi=\phi_0\). With \(t=\phi-\phi_0\), to second order,

\[
\left\langle\frac{R(\phi_0)}{R(\phi)}\right\rangle
=\left\langle1-f_1t-\tfrac12f_2t^2+\tfrac12f_1^2t^2\right\rangle
=1+\tfrac12s^2(f_1^2-f_2).
\]

The average of \(R(\phi)/R(\phi_0)\) follows by reversing the signs of \(f_1\) and \(f_2\). The shifts, to leading order in \(s^2\), are

\[
\delta_{\rm par}=-\frac{kT\,s^2}{2}\,(f_1^2-f_2),\qquad
\delta_{\rm ser}=+\frac{kT\,s^2}{2}\,(f_1^2+f_2).
\tag{15}
\]

For \(f_1=\beta\) and \(f_2=0\) they return to \(\mp s^2/(2kT)\).

**Grain resistance.** The boundary is surrounded by depleted layers. For a donor density \(N_d\) and permittivity \(\varepsilon\), and with the charge of the free electrons in these layers neglected, Poisson's equation gives the electron energy \(u(x)=(e^2N_d/2\varepsilon)(w-|x|)^2\) for \(|x|<w\), and zero beyond. The width \(w\) follows from \(u(0)=\phi\). The local electron density is \(n\,e^{-\beta u}\), so drift with the grain mobility \(\mu_g\) gives a resistance of its own. Adding it to the thermionic resistance is an interpolation between the collisionless and the diffusive limit, not an exact result, because both terms describe the same region near the top of the barrier. The sum is

\[
\frac1\mu=\frac{e^{\beta\phi}}{\mu_0}+\frac{1}{\mu_gL}\int_{-L/2}^{L/2}e^{\beta u(x)}\,dx .
\tag{16}
\]

With \(c^2=e^2N_d/2\varepsilon\), the energy is \(u=(\sqrt\phi-c|x|)^2\) inside the layer. At fixed \(x\) its derivative \(\partial u/\partial\phi=1-c|x|/\sqrt\phi\) lies between 0 and 1 and grows with \(\phi\). Equation (16) is a sum of terms \(e^{\beta u}\) with positive weights, where the first term has \(u=\phi\). Therefore \(f'\) is \(\beta\) times a weighted mean of \(\partial u/\partial\phi\), which gives \(0\le f_1\le\beta\). The second derivative is \(\beta\) times the weighted mean of \(\partial^2u/\partial\phi^2\) plus \(\beta^2\) times the weighted variance of \(\partial u/\partial\phi\), so \(f_2\ge0\). By (15), both effects reduce the parallel shift, while in series they oppose each other.

For \(N_d=2\times10^{17}\) cm⁻³, relative permittivity 8.5 and \(\mu_g=100\) cm²/Vs, the width is \(w=26.5\) nm. According to (16), the mobility at \(\phi_0\) falls from 5.74 to 2.86 cm²/Vs, a factor of two. Nearly all of the added resistance lies in the depleted layers; the rest of the grain contributes only about 1 % of the total. The shifts change much less, to \(-13.1\) meV in parallel and \(+15.8\) meV in series. The corresponding mobilities are \(2.86\,e^{13.1/25.85}\approx4.7\) and \(2.86\,e^{-15.8/25.85}\approx1.6\) cm²/Vs. These shifts are full Gaussian averages; the second-order formula (15) gives \(-14.5\) and \(+15.6\) meV. Their digits belong to the approximations made. The Boltzmann equation with a constant relaxation time, the same \(u(x)\) and the same \(\mu_g\) gives about 3.6 cm²/Vs at \(\phi_0\), a factor of 1.6 below 5.74, and shifts near \(-12.7\) and \(+15.8\) meV. Keeping (16) but including the free electrons in Poisson's equation gives 2.68 cm²/Vs and shifts of \(-12.4\) and \(+15.4\) meV.

**Tunnelling.** If an electron of energy \(E\) is transmitted with probability \(\mathcal T(E)\), the flux integral over energy contains \(\mathcal T(E)\), and \(e^{-\beta\phi}\) is replaced by \(\beta\int_0^\infty\mathcal T(E)e^{-\beta E}dE\). The Schrödinger equation for the barrier \(u(x)\), which includes reflection above the top, gives a change of \(-10.9\) meV in the barrier at \(\phi_0\). This raises the current by \(e^{10.9/25.85}\approx1.5\). Most of it is common to all boundaries: with the grain resistance left out, the shifts are \(-16.2\) and \(+16.4\) meV. With the free electrons included in Poisson's equation, the barrier change becomes \(-10.0\) meV and the shifts move by less than 0.2 meV. This calculation assumes that electrons do not scatter inside the barrier. The chosen grain mobility corresponds to a mean free path of about 3 nm, while the barrier is already about 5 nm wide at an energy \(kT\) below its top, so the tunnelling values are estimates.

**Degeneracy.** The donor density is 0.049 of the effective density of states. Fermi statistics then place the Fermi level slightly higher than Boltzmann statistics do at the same density, which is equivalent to a barrier lower by 0.4 meV. The change is the same for every boundary and drops out of the shifts.

### Finite voltage

If the voltage on a boundary is divided equally between its two sides, the two thermionic fluxes give \(J=2J_0e^{-\beta\phi}\sinh(eV/2kT)\), where \(J_0\) is the one-way current density without a barrier. In parallel all elements have the same \(V\), the factor \(\sinh\) is common, and the shift relative to equal barriers at the same voltage is unchanged. In series \(J\) is common, and

\[
V=\frac{2kT}{e}\,{\rm arcsinh}\!\left(\frac{J}{2J_0}e^{\beta\phi}\right)
\le\frac{kT}{e}\frac{J}{J_0}e^{\beta\phi},
\]

because \({\rm arcsinh}\,x\le x\) for \(x\ge0\). High barriers take less voltage than linear response assigns to them, and the series shift decreases. With 1 V on 100 boundaries the mean drop is 10 mV. In linear response a barrier at the centre \(\phi_0+s^2/kT\) would take \(e^{s^2/2k^2T^2}=1.96\) times as much, about 20 mV, which is no longer small compared with \(kT/e\). If the effective barrier is deduced from \(J/V\) with the linear law, the series shift of a very long chain with this mean drop is 15.2 meV instead of 17.4 meV; for chains of 100 boundaries its mean is about 15.0 meV. Of this decrease, about \((kT/6)(eV/2kT)^2\approx0.2\) meV, with \(V=10\) mV, would also appear for equal barriers, because \(\sinh x\approx x(1+x^2/6)\).

### The model beside a real film

The mass, permittivity and grain size are rough values for polycrystalline zinc oxide. The barrier, its spread, the donor density and the grain mobility are round choices within a wide range that depends on deposition and doping; the spread in particular is not a measured value. In heavily doped transparent electrodes the depletion layers are much thinner, and the thermionic model should not be used. In a transistor the gate changes both the electron density and the barriers, whereas here both are fixed. The assumption that a wide film breaks most clearly is the pure connection. If it is one grain thick, has many grains both along and across the current, and resembles the square network, the shift falls from 17.4 meV to about zero, a larger change of the shift than any other found here. Where grains meet three at a point, however, the grains and their boundaries form a network of triangles, which Proposition 4 does not cover. With the barriers of the example, a regular triangular network has a shift of about \(-4.5\) meV, and a simple cubic network, a crude model of a film many grains thick, has about \(-5\) meV. Where thermionic emission over the boundaries, rather than drift through the depleted layers or the grains, limits the current, the parallel formula suits a short, wide channel in which every current path crosses exactly one of many boundaries, and the series formula a channel one grain wide and many grains long, provided that the barriers vary independently from boundary to boundary. A channel length of about one grain does not by itself ensure the first case: a grain that reaches from one electrode to the other offers a path without a boundary, and a few such grains can carry a large part of the current. The numerical output below lists the values used.

## Calculated quantities

```
mean barrier: 0.150 eV
standard deviation s: 0.030 eV
temperature: 300 K
kT: 25.85 meV
s/kT: 1.160
grain length: 100 nm
donor density: 2.0e+17 cm^-3
effective mass: 0.30 electron masses
relative permittivity: 8.5
grain mobility: 100 cm2/Vs
channel length: 10 um
boundaries in series: 100
shift s^2/(2kT): 17.41 meV
parallel effective barrier: 132.59 meV
series effective barrier: 167.41 meV
circuit of 20000, parallel: 132.60 meV
circuit of 20000, series: 167.40 meV
factor exp(s^2/2(kT)^2): 1.961
ratio parallel/series: 3.845
mobility prefactor mu0: 1900 cm2/Vs
mobility, all barriers equal: 5.74 cm2/Vs
mobility, parallel: 11.25 cm2/Vs
mobility, series: 2.93 cm2/Vs
Arrhenius slope = centre, parallel: 115.19 meV
Arrhenius slope = centre, series: 184.81 meV
slope added by mu0(T): -12.93 meV
shift at 250 K: 20.89 meV
shift at 400 K: 13.06 meV
parallel centre reaches zero at: 69.6 K
cut at zero, parallel, 300 K: 1.6e-03 meV
cut at zero, parallel, that T: 4.16 meV
resistance scatter, 100 in series: 16.9 %
mean series shift, 100: 17.04 meV
st. dev. of that shift: 4.22 meV
planar network mean shift: 0.06 meV
its standard error: 0.12 meV
depletion width per side: 26.5 nm
peak field: 0.113 MV/cm
mobility at phi0 with grain: 2.86 cm2/Vs
parallel shift with grain: -13.10 meV
series shift with grain: 15.79 meV
barrier change by tunnelling: -10.90 meV
parallel shift with tunnelling: -16.18 meV
series shift with tunnelling: 16.42 meV
density / band density of states: 0.049
barrier change by degeneracy: -0.44 meV
drain voltage: 1.0 V
mean drop per boundary: 10.0 mV
series shift at this bias: 15.16 meV
```
